# Why Ehrenfest Dynamics Cools a Vibration That the Current Should Heat

A vibrating atom in a current-carrying contact gains and loses quanta. For one weakly coupled harmonic mode with mean phonon number $N$, quantum mechanics gives

$$\frac{dN}{dt}=(N+1)R_{\rm em}-N R_{\rm abs}=-\gamma\,(N-N^*),\qquad \gamma=R_{\rm abs}-R_{\rm em},\quad N^*=\frac{R_{\rm em}}{\gamma},$$

where $R_{\rm em}$ and $R_{\rm abs}$ are the emission and absorption coefficients per quantum. Ehrenfest dynamics, in which a classical atom feels the mean electronic force, gives for the classical energy $\hbar\omega J$

$$\frac{dJ}{dt}=-\gamma J .$$

The friction is the same; the source is missing. If $\gamma>0$, this single Ehrenfest mode stays at rest if it starts at rest and is cooled if it moves, whatever the bias. For $0<N<N^*$ this is the wrong sign. In the contact treated below, with leads at 4 K and a bias of 0.1 V, the mode should warm towards 335 K if it is isolated from the lattice, while Ehrenfest dynamics drains even its zero-point motion.

## Why the belief tempts

The belief is that if electrons are propagated in time under a bias, and the atoms move in the forces these electrons exert, then Joule heating of the atoms must come out. Much speaks for it. The method carries a current, goes beyond the Born–Oppenheimer surface, and conserves the total energy of electrons and atoms. It lets energy pass both ways between them. For a mode excited far above its steady state, $N\gg N^*$, it even gives nearly the right rate of energy loss.

But energy conservation does not fix the direction of the flow. For a single mode with $\gamma>0$ the mean force can only damp the motion. The heating comes from the fluctuations of the force, and a mean force has none.

## The quantum mode

Let the electron number $n$ on one site couple to the mode:

$$H=H_e+\hbar\omega\, b^\dagger b+M(b+b^\dagger)\,\delta n,\qquad \delta n=n-n_0 .$$

Here $n_0$ is the mean of $n$ in the steady current-carrying state. Subtracting it absorbs the static force, which only shifts the rest position. The electrons do not interact with each other.

Start with the electrons in an eigenstate $i$ of $H_e$ and the mode in the number state $N$. To first order in $M$, the amplitude after a time $s$ for electrons in state $f$ and $N+1$ phonons is

$$-\frac{i}{\hbar}M\sqrt{N+1}\;\delta n_{fi}\int_0^s e^{i(E_{fi}+\hbar\omega)t/\hbar}dt,\qquad E_{fi}=E_f-E_i .$$

The factor $\sqrt{N+1}$ comes from $b^\dagger$. For $N-1$ phonons, $b$ gives $\sqrt N$, and $\omega$ changes sign. Define

$$P_{\rm em}=\frac{M^2}{\hbar^2}\sum_f|\delta n_{fi}|^2\left|\int_0^s e^{i(E_{fi}/\hbar+\omega)t}dt\right|^2,$$

and $P_{\rm abs}$ as the same with $\omega\to-\omega$. The mode gains one quantum with probability $(N+1)P_{\rm em}$ and loses one with probability $NP_{\rm abs}$, so to order $M^2$

$$\Delta N=(N+1)P_{\rm em}-NP_{\rm abs}. \tag{1}$$

The "1" in $N+1$ is spontaneous emission. It acts even when the mode is in its ground state.

## The Ehrenfest mode

Now replace $b$ by a classical amplitude $a$ with $J=|a|^2$, and $\delta n$ by its mean. The equation of motion is

$$\dot a=-i\omega a-\frac{iM}{\hbar}\langle\delta n\rangle ,$$

while the electrons feel the potential $2M\,{\rm Re}(a)\,\delta n$. Multiplying by $a^*$ and taking twice the real part gives

$$\dot J=-\frac{2M}{\hbar}\langle\delta n\rangle\,{\rm Im}\,a. \tag{2}$$

At $a=0$ the mean force vanishes, because $\langle\delta n\rangle=0$ in the steady state. The atom then never starts to move.

For a moving atom, linear response gives

$$\langle\delta n(t)\rangle=-\frac{i}{\hbar}\int_0^t 2M\,{\rm Re}\,a(t')\,\langle[\delta n(t),\delta n(t')]\rangle dt',$$

with the operators on the right evolving under $H_e$. This is already of order $M$, so in (2) we may use the free motion $a=\sqrt J\,e^{-i(\omega t+\varphi)}$. Thus ${\rm Re}\,a(t')=\sqrt J\cos(\omega t'+\varphi)$ and ${\rm Im}\,a(t)=-\sqrt J\sin(\omega t+\varphi)$. Averaged over the starting phase $\varphi$, the product $\sin(\omega t+\varphi)\cos(\omega t'+\varphi)$ becomes $\tfrac12\sin\omega(t-t')$.

The commutator follows from the correlation function, with $\tau=t-t'$:

$$C(\tau)=\langle\delta n(t)\delta n(t')\rangle=\sum_f|\delta n_{fi}|^2e^{-iE_{fi}\tau/\hbar},$$

$$C(\tau)-C(-\tau)=-2i\sum_f|\delta n_{fi}|^2\sin(E_{fi}\tau/\hbar).$$

Putting these together,

$$\dot J=-\frac{4M^2J}{\hbar^2}\sum_f|\delta n_{fi}|^2\int_0^t\sin(\omega\tau)\sin(E_{fi}\tau/\hbar)\,d\tau .$$

Write $2\sin x\sin y=\cos(x-y)-\cos(x+y)$ and integrate over $t$ from 0 to $s$. For each frequency $\Omega$,

$$2\int_0^s\!dt\int_0^t\!\cos(\Omega\tau)\,d\tau=\frac{2(1-\cos\Omega s)}{\Omega^2}=\left|\int_0^s e^{i\Omega t}dt\right|^2 .$$

The frequencies are $E_{fi}/\hbar\mp\omega$, which are those of $P_{\rm abs}$ and $P_{\rm em}$. Hence

$$\Delta J=J\,(P_{\rm em}-P_{\rm abs}). \tag{3}$$

Comparing (1) and (3) at $J=N$, the missing term is $P_{\rm em}$. If the classical energy is instead taken to include the zero-point energy, $J=N+\tfrac12$, we rewrite (1) as

$$\Delta N=(N+\tfrac12)(P_{\rm em}-P_{\rm abs})+\tfrac12(P_{\rm em}+P_{\rm abs}), \tag{4}$$

and the missing term is the last one. The name "missing spontaneous emission" thus belongs to the first convention. Both describe the same fault.

A full many-body evolution of a small ring tests both formulas. The ring has eight sites, an antiperiodic boundary and four spinless electrons with momenta $-\pi/8$, $\pi/8$, $3\pi/8$ and $5\pi/8$, so three move right and one left, with $\hbar$ and the hopping energy set to 1, $\omega=1.3$, $M=0.01$ and $s=10$. From $N=0$ the quantum mode gains $1.016\times10^{-4}$ quanta, equal to $P_{\rm em}$ to within 0.1 %. From $N=2$ it changes by $-7.27\times10^{-4}$, whereas the Ehrenfest mode with $J=2$, averaged over four starting phases, changes by $-8.28\times10^{-4}$. The difference, $1.015\times10^{-4}$, is again $P_{\rm em}$ to about 0.1 %.

## Rates under bias

For long times the squared time integral tends to $2\pi\hbar s\,\delta(E_{fi}+\hbar\omega)$, so the probabilities grow in proportion to $s$ and define rates, $P=Rs$. If the current keeps renewing the electrons, and their correlations fade long before $1/\gamma$, the step can be repeated. This turns (1) and (3) into the two opening equations.

Take a uniform wire with hopping energy $w$ and band $\varepsilon_k=-2w\cos k$. Right movers are filled to $\mu=+eV/2$ and left movers to $-eV/2$. This is a transparent contact with one conductance quantum, $2e^2/h$. Each state has weight $1/N_s$ on the coupled site, $N_s$ being the number of sites. Each branch $\alpha$ has $N_s\,dk/2\pi$ states, so its local spectrum is

$$A_\alpha(E)=2\pi\,\frac1{N_s}\,\frac{N_s}{2\pi}\,\frac{1}{|d\varepsilon/dk|}=\frac{1}{\sqrt{4w^2-E^2}} .$$

An electron goes from an occupied state at $E$ to an empty one at $E-\hbar\omega$. With a factor 2 for spin, and a factor $A/2\pi$ for each state,

$$R_{\rm em}=\frac{M^2}{\pi\hbar}\sum_{\alpha\beta}\int A_\alpha(E)A_\beta(E-\hbar\omega)f_\alpha(E)[1-f_\beta(E-\hbar\omega)]\,dE ,$$

and $R_{\rm abs}$ follows with $\omega\to-\omega$. Explicit time-dependent sums over a ring of 2000 sites agree with these integrals: for $\omega=0.2$, $M=0.2$, $eV=1$ and $kT=0.02$, in units $\hbar=w=1$, both routes give 0.00259 for emission and 0.00532 for absorption.

When $eV$, $\hbar\omega$ and $kT$ are small against $w$, set $A=1/(2w)$. The remaining integral has the form $\int f_1(1-f_2)\,dE$, with Fermi functions centred at $\mu_1=\mu_\alpha$ and $\mu_2=\mu_\beta+\hbar\omega$. From $1-f_2=e^{(E-\mu_2)/kT}f_2$ one finds

$$f_1-f_2=f_1(1-f_2)\left[1-e^{-(\mu_1-\mu_2)/kT}\right].$$

Since $\int(f_1-f_2)\,dE=\mu_1-\mu_2$, the integral is $g(\mu_1-\mu_2)$ with $g(x)=x/(1-e^{-x/kT})$. Therefore

$$R_{\rm em}=\frac{M^2}{4\pi\hbar w^2}\sum_{\Delta}g(\Delta-\hbar\omega),\qquad R_{\rm abs}=\frac{M^2}{4\pi\hbar w^2}\sum_{\Delta}g(\Delta+\hbar\omega),$$

where $\Delta=\mu_\alpha-\mu_\beta$ takes the values $0,0,eV,-eV$.

This set is symmetric, so $\Delta$ may be replaced by $-\Delta$ in the emission sum. Subtracting then gives terms $g(x)-g(-x)$ with $x=\Delta+\hbar\omega$. Each equals $x$, and their sum is $4\hbar\omega$:

$$\gamma=\frac{M^2\omega}{\pi w^2},\qquad N^*=\frac{1}{4\hbar\omega}\sum_\Delta g(\Delta-\hbar\omega). \tag{5}$$

In this flat-band limit the friction does not depend on bias or temperature. The bias enters through $N^*$ alone, the quantity that Ehrenfest dynamics lacks.

Three limits show what is lost.

- At low temperature $g(x)$ becomes $x$ for positive $x$ and zero otherwise. For $eV>\hbar\omega$ only $\Delta=eV$ survives, and
$$N^*=\frac{eV-\hbar\omega}{4\hbar\omega}. \tag{6}$$
The emitting electrons are right movers scattered back into empty left-moving states.
- At zero bias $N^*=g(-\hbar\omega)/\hbar\omega=1/(e^{\hbar\omega/kT}-1)$, the Bose number at the lead temperature. Ehrenfest dynamics takes the mode to rest instead, so it fails in equilibrium too.
- For $eV\gg\hbar\omega$ at low temperature, the steady energy $\hbar\omega N^*$ tends to $eV/4$, which does not contain $\hbar$.

The last limit sharpens the diagnosis. Treating the nuclei as classical is not by itself what removes the heating. The loss comes from driving them with the mean force.

## A direct look at the false cooling

Ehrenfest runs on a ring of 400 sites show the effect without perturbation theory. In the same units, with $\omega=0.2$ and $M=0.2$, the mode starts with its zero-point action $J=\tfrac12$. A fit of a damped cosine to its displacement between times 15 and 180 gives these rates, with electrons at zero temperature in the runs and $kT=0.005$ in the formula:

| Bias $eV$ | Fitted $\gamma$ | $\gamma$ from the integrals | $N^*$ from the integrals |
|---|---|---|---|
| 0 | 0.00253 | 0.00256 | 0.000 |
| 1.0 | 0.00270 | 0.00273 | 0.949 |

The bias hardly changes the damping. The small rise is present in the integrals as well; it comes from the energy dependence of $A_\alpha$, since this bias is not small against $w$. Yet the true mode at $eV=1$ should climb from its ground state to about one quantum. (The integrals use the bare frequency 0.2. The coupling lowers the frequency in the runs to 0.179, which by (6) would raise $N^*$ by roughly 15 %.) The same biased ring with the atom initially at rest ends with $J\approx2\times10^{-28}$, which is rounding error.

The energy account closes. In the biased run $J$ falls from 0.5 to 0.277, so the mode loses $0.2\times0.223=0.045$, while the electrons gain 0.0565. The difference of 0.012 is balanced by a negative coupling energy, and the total drifts by only $10^{-4}$. (Because the mode trades energy reversibly with the coupling term, $J$ oscillates between about 0.26 and 0.33 during the last period, around the value $0.5\,e^{-\gamma t}=0.31$; the figure 0.277 is its value at the final instant.) A simulation can conserve energy well and still move it the wrong way.

## A cold atomic contact

Consider a single-atom metallic contact whose surroundings are asymmetric enough for the atom's level to shift linearly with its displacement. Take round parameters: $\hbar\omega=20$ meV, mass 100 u, a level gradient of 10 eV/nm, $w=1$ eV, $V=0.1$ V and leads at 4 K. The zero-point displacement is $\sqrt{\hbar/2m\omega}=0.00323$ nm, so $M=10\times0.00323$ eV, or 32.3 meV. With $\omega=30.4$ ps$^{-1}$,

$$\gamma=\frac{(0.0323)^2\times30.4}{\pi}\ {\rm ps^{-1}}=0.0101\ {\rm ps^{-1}},\qquad N^*=\frac{100-20}{4\times20}=1.00 .$$

The damping time is 99 ps. This is long compared with the vibrational period and with the electronic correlation times $\hbar/eV$ and $\hbar/kT$, about 0.007 and 2 ps, as the rate equation requires.

The steady state has a true temperature. In a steady state the flow between neighbouring levels must balance: $p_n(n+1)R_{\rm em}=p_{n+1}(n+1)R_{\rm abs}$. The ratio $p_{n+1}/p_n=R_{\rm em}/R_{\rm abs}=N^*/(1+N^*)$ is the same for all $n$, which is a Boltzmann distribution with

$$kT_{\rm eff}=\frac{\hbar\omega}{\ln(1+1/N^*)}=\frac{20\ {\rm meV}}{\ln2},\qquad T_{\rm eff}=335\ {\rm K}.$$

From the ground state, $N(t)=N^*(1-e^{-\gamma t})$. After 100 ps $N=0.636$, and the energy including the zero-point part has risen from 10 to $20\times1.136=22.7$ meV. The Ehrenfest energy has fallen from 10 to $10\,e^{-1.01}=3.6$ meV. The initial powers are $+0.20$ and $-0.10$ meV/ps.

The error depends on how hot the atom is. At $N=J=50$ the true rate is $-49\gamma$ and the Ehrenfest rate $-50\gamma$, an excess of 2 % relative to the true rate. (This compares the two at the same $\gamma$. At such an amplitude the site level swings by almost half of $w$, which by an adiabatic estimate lowers $\gamma$ itself by 2 to 3 %.) A test at such a large amplitude would look reassuring, but $N=50$ is 1 eV in the mode, or about 11 700 K, far beyond where a real atom vibrates harmonically. At 1000 K, where $N=3.8$, the excess is 35 %.

It also depends on the bias. With the other parameters fixed, $T_{\rm eff}$ is about 180 K at 0.05 V and 630 K at 0.2 V. At and below $eV=\hbar\omega$ the second-order $N^*$ is so small that neglected effects, such as a shift of the frequency or emission of higher order in $M$, can change it strongly, so no temperature is quoted there. Below the threshold $eV=\hbar\omega$ almost no electron can emit, and an Ehrenfest atom at rest is then nearly right. One given zero-point motion is still wrongly drained.

## How far the model reaches

These parameters are meant to be roughly typical of a metal contact one atom wide: a conductance near one quantum, vibrations of order 10 meV and electronic energies of order 1 eV. The level gradient is a round choice, and $\gamma$ varies as its square. At a given actual frequency $N^*$ does not depend on its size. A larger gradient does soften the mode: with the bare quantum held at 20 meV, $N^*$ becomes 1.03 at 10 eV/nm and 1.16 at 20 eV/nm, while $T_{\rm eff}$ moves only to 334 and 331 K.

$N^*$ does depend on the form of the coupling. If the contact is mirror-symmetric about the atom, motion along the wire does not shift the atom's level to first order. It strengthens one bond and weakens the other. In a uniform wire the matrix element between momenta $k$ and $k'$ is then proportional to $\sin k'-\sin k$, which nearly vanishes unless the electron is scattered back. Only $\Delta=\pm eV$ remain in the sums, and at low temperature $N^*=(eV-\hbar\omega)/(2\hbar\omega)$, twice the value in (6). At 0.1 V this would be 2.0, or 572 K instead of 335 K for an isolated mode. The temperatures given here therefore belong to the site coupling, not to every one-atom contact.

One assumption that real contacts break is the isolation of the mode, because the atom also passes its vibration to the lattice. With a lattice damping rate $\kappa$ and almost no thermal phonons at 4 K, the steady number becomes $R_{\rm em}/(\gamma+\kappa)$. For a rough $\kappa=0.1$ ps$^{-1}$ this is $0.0101/0.1101=0.092$, or 94 K instead of 335 K. For $\kappa=1$ ps$^{-1}$ it would be 0.010, or about 50 K. The heating is much reduced, but a mode starting in its ground state still warms. The range of $N$ with the wrong sign shrinks accordingly.

The other corrections sized here are smaller. Band curvature changes $N^*$ by 0.05 %, and electronic softening lowers the frequency by about 3 %. At $N=0$ one electron in about 5000 emits a phonon, so the current is hardly disturbed. The mode then receives $4\times10^{-5}$ of the Joule power of 4.8 eV/ps. Several coupled modes, and electrons heated by their mutual collisions, lie outside the model. The first limit matters for the conclusion. For two modes of nearly equal frequency, such as one that shifts the level and one that makes the two bonds unequal, the current exerts a non-conservative mean force, and Ehrenfest motion circulating in one sense gains energy from the biased electrons even in this uniform wire.

The sign of $\gamma$ is a condition too. If the local spectra of right and left movers depend differently on energy, a bias can make $R_{\rm em}>R_{\rm abs}$. Sharp structure that both share equally does not do this. Ehrenfest motion then grows instead of decaying, and $N^*$ is no longer a steady state. An atom exactly at rest still fails to start.

## What restores the heating

Averaging over Ehrenfest trajectories that differ only in the atom's starting motion does not help, since (3) is already an average over phases and each value of $J$ decays. Sampling the initial fluctuations of the electrons as well is a different method, and it can supply the missing noise. More friction makes matters worse. What is needed is the last term of (4). In terms of the correlation function,

$$\tfrac12(P_{\rm em}+P_{\rm abs})=\frac{M^2}{\hbar^2}\int_0^s\!\!\int_0^s e^{-i\omega(t-t')}\,\tfrac12\left[C(t-t')+C(t'-t)\right]dt\,dt' .$$

Suppose a random number $\xi(t)$ of zero mean is added to $\langle\delta n\rangle$ in the equation for $a$. It contributes $-(iM/\hbar)\int_0^s e^{i\omega t}\xi\,dt$ to the amplitude, apart from a phase. The mean square of this is the expression above, provided that $\xi$ has the symmetrised correlation $\tfrac12[C(\tau)+C(-\tau)]$. The classical atom then obeys

$$\frac{dJ}{dt}=-\gamma J+\tfrac12(R_{\rm em}+R_{\rm abs}),$$

whose steady value is $J=(2R_{\rm em}+\gamma)/2\gamma=N^*+\tfrac12$. For the contact without lattice damping this is $0.01517/0.01011=1.5$, the correct energy of 30 meV. A classical harmonic atom can thus be heated correctly on average, once the electrons push it with their fluctuations as well as their mean.

## Calculated quantities

```
SMALL RING (hbar = hop = 1), exact quantum against Ehrenfest
sites 8, electrons 4, omega 1.3, M 0.01, time 10.0
P_em 1.0161e-04, P_abs 5.1589e-04 (probabilities)
exact change of N from N=0: 1.0158e-04; second order 1.0161e-04
exact change of N from N=1: -3.1263e-04; second order -3.1267e-04
exact change of N from N=2: -7.2675e-04; second order -7.2696e-04
exact change of N from N=3: -1.1408e-03; second order -1.1412e-03
Ehrenfest change of J from J=2: -8.2826e-04; formula -8.2857e-04
exact minus Ehrenfest at N=J=2: 1.0151e-04
LONG RINGS (hbar = hop = 1)
omega 0.2, M 0.2, bias 1.0, kT 0.02
R_em: sum 0.00259, integral 0.00259
R_abs: sum 0.00532, integral 0.00532
Ehrenfest: 400 sites, duration 180, start J 0.5
bias 0.0: fitted gamma 0.00253, formula 0.00256, true Nstar 0.000
  frequency 0.1791, static estimate 0.1789, final J 0.285
  electron energy gain 0.0552, total energy drift -1.1e-04
bias 1.0: fitted gamma 0.00270, formula 0.00273, true Nstar 0.949
  frequency 0.1791, static estimate 0.1789, final J 0.277
  electron energy gain 0.0565, total energy drift -1.0e-04
final J of biased ring started at rest: 2.2e-28
SINGLE-ATOM CONTACT (round, rough typical parameters)
phonon energy 20 meV, mass 100 u, level gradient 10 eV/nm
hopping 1.0 eV, bias 0.10 V, leads 4 K
zero-point displacement 0.00323 nm, M 32.33 meV
R_em 0.01011 /ps, R_abs 0.02022 /ps, gamma 0.01011 /ps
damping time 1/gamma 98.9 ps
Nstar 1.0000, effective temperature 334.8 K
initial heating power from N=0: 0.2022 meV/ps
Ehrenfest initial power from J=1/2: -0.1011 meV/ps
after 100 ps: quantum N 0.6361, energy with zero point 22.72 meV
after 100 ps: Ehrenfest energy from 10.0 meV: 3.64 meV
Ehrenfest excess cooling rate at N=J=50: 2.04 % of the true rate
bias table: bias (V), Nstar, effective temperature (K)
  0.01  3.144e-14  7.5
  0.02  4.309e-03  42.6
  0.05  3.750e-01  178.6
  0.10  1.000e+00  334.8
  0.20  2.250e+00  631.2
NEGLECTED EFFECTS
band curvature changes Nstar by -0.050 %
electronic softening of the mode 2.65 %
level modulation 2 M sqrt(Nstar+1/2) / hop 0.0792
electron flow 48.36 /ps, Joule power 4.836 eV/ps
emissions per electron at N=0 2.09e-04; at Nstar 4.18e-04
share of Joule power heating the mode at N=0 4.18e-05
with lattice damping 0.1 /ps: N 0.0918, effective temperature 93.7 K
```
